# Why harmonic face diffusivities freeze a concentration-dependent dopant front: test program

```python
"""
Result under test: the harmonic mean of two cell diffusivities is exact for steady
flow through layers, but for D = a*C it gives zero flux into an empty cell and
freezes a diffusion front. The mean of D over concentration gives the right flux.

Symbols: C concentration (nm^-3), D diffusivity (nm^2/s), a = D/C (nm^5/s),
h cell width (nm), L and R concentrations left and right of a face, r = R/L,
X front depth (nm), Q dose in x > 0 (nm^-2), n_i intrinsic carrier density.
The material parameters are rough values for arsenic in silicon near 1000 C.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq, minimize_scalar

PER_CM3 = 1e21          # one nm^-3 expressed in cm^-3
CM2 = 1e-14             # one nm^2/s expressed in cm^2/s
n_i = 0.01
D_charged = 0.1         # charged-defect part at n = n_i
D_neutral = 0.1         # neutral-defect part, used only in the fuller law
a = 2 * D_charged / n_i # factor 2: built-in field at C >> n_i
peak, X0, X1 = 0.1, 40.0, 80.0
level = 0.001           # concentration at which depth is read
t0 = X0**2 / (6 * a * peak)
Q = X0**3 / (9 * a * t0)
t1 = X1**3 / (9 * a * Q)
duration = t1 - t0


# Face fluxes multiplied by h
def harmonic(L, R):
    total = L + R
    D_face = np.divide(2 * a * L * R, total, out=np.zeros_like(total),
                       where=total > 0)
    return D_face * (L - R)


def arithmetic(L, R):
    return 0.5 * a * (L + R) * (L - R)


def repaired(L, R):
    steep = np.minimum(L, R) < (np.sqrt(2) - 1) * np.maximum(L, R)
    return np.where(steep, arithmetic(L, R), harmonic(L, R))


def D_full(C):
    root = np.sqrt(C**2 + 4 * n_i**2)
    n = 0.5 * (C + root)
    return (D_neutral + D_charged * n / n_i) * (1 + C / root)


C_table = np.linspace(0, 0.11, 11001)
potential_table = cumulative_trapezoid(D_full(C_table), C_table, initial=0)


def harmonic_full(L, R):
    DL, DR = D_full(L), D_full(R)
    return 2 * DL * DR / (DL + DR) * (L - R)


def averaged_full(L, R):
    return (np.interp(L, C_table, potential_table)
            - np.interp(R, C_table, potential_table))


def cell_averages(h, width, X, t):
    x = (np.arange(round(width / h)) + 0.5) * h
    return np.where(x < X, (X**2 - x**2 - h**2 / 12) / (6 * a * t), 0.0)


def anneal(h, rule, time=duration, width=120.0, background=0.0):
    C = np.maximum(cell_averages(h, width, X0, t0), background)
    steps = int(np.ceil(time / (0.1 * h**2)))
    factor = time / steps / h**2
    for _ in range(steps):
        transfer = factor * rule(C[:-1], C[1:])
        C[:-1] -= transfer
        C[1:] += transfer
    return C


def depth(C, h):
    i = np.flatnonzero(C > level)[-1]
    return h * (i + 0.5 + (C[i] - level) / (C[i] - C[i + 1]))


print(f"n_i = {n_i*PER_CM3:.2e} cm^-3; peak = {peak*PER_CM3:.2e} cm^-3")
print(f"D of model at C = n_i: {a*n_i*CM2:.2e} cm^2/s")
print(f"D of model at peak: {a*peak*CM2:.2e} cm^2/s")
print(f"dose Q = {Q*1e14:.3e} cm^-2")
print(f"profile age t0 = {t0:.1f} s; anneal duration = {duration:.1f} s")

# Layered material: discrete solve against integrated resistance
h = 2.0
D_layers = np.array([1.0, 1.0, 1.0, 0.01, 0.01, 5.0, 5.0, 5.0])


def layered_solve(D_face):
    N = len(D_layers)
    A, b = np.eye(N), np.zeros(N)
    b[0] = peak
    for i in range(1, N - 1):
        A[i, i - 1:i + 2] = [-D_face[i-1], D_face[i-1] + D_face[i], -D_face[i]]
    C = np.linalg.solve(A, b)
    return C, D_face[0] * (C[0] - C[1]) / h


DL, DR = D_layers[:-1], D_layers[1:]
C_har, F_har = layered_solve(2 * DL * DR / (DL + DR))
C_ari, F_ari = layered_solve(0.5 * (DL + DR))
fine = 1000
pieces = (h / fine) / np.repeat(D_layers, fine)
resistance = np.concatenate(([0.0], np.cumsum(pieces)))
at_nodes = resistance[fine // 2::fine]
at_nodes = at_nodes - at_nodes[0]
assert np.allclose(C_har, peak * (1 - at_nodes / at_nodes[-1]), atol=1e-10)
F_layers = peak / at_nodes[-1]
assert abs(F_har / F_layers - 1) < 1e-9
assert F_ari / F_layers > 1.2
print("layer D (1e-14 cm^2/s):", " ".join(f"{d:g}" for d in D_layers))
print(f"layers: harmonic/true flux = {F_har/F_layers:.6f}")
print(f"layers: arithmetic/true flux = {F_ari/F_layers:.4f}")


# Steady nonlinear flow between two nodes, found by shooting from the right
def steady_flow(a_left, a_right, L, R):
    def integrate(F):
        state = [R, 0.0]
        for coefficient in (a_right, a_left):
            sol = solve_ivp(lambda s, y: [F / (coefficient * y[0]),
                                          1 / (coefficient * y[0])],
                            (0, h / 2), state, rtol=1e-9, atol=1e-12)
            state = sol.y[:, -1]
        return state
    F = brentq(lambda value: integrate(value)[0] - L, 1e-6, 0.1, xtol=1e-13)
    return F, integrate(F)[1]


L = 0.02
print(f"two-node test: h = {h:g} nm, C_L = {L*PER_CM3:.1e} cm^-3")
for r in (0.1, 0.001):
    F, path_resistance = steady_flow(a, a, L, r * L)
    pair = np.array([L]), np.array([r * L])
    ratio = harmonic(*pair)[0] / h / F
    assert abs(arithmetic(*pair)[0] / h / F - 1) < 1e-5
    assert abs(ratio / (4 * r / (1 + r)**2) - 1) < 1e-5
    assert abs(h / path_resistance / (a * L * (1 + r) / 2) - 1) < 1e-5
    print(f"r = {r:g}: harmonic/true flux = {ratio:.5f}")
singular = quad(lambda y: 1 / np.sqrt(1 - y), 0, 1)[0]
assert abs(singular - 2) < 1e-7
print(f"empty node: true resistance = {singular:.4f} h/(a C_L)")
F_mixed, _ = steady_flow(a, a / 10, L, 0.1 * L)
a_mean = 2 * a * (a / 10) / (a + a / 10)
assert abs(F_mixed / (a_mean * L**2 * (1 - 0.1**2) / (2 * h)) - 1) < 1e-5

# The harmonic flux has its maximum at a partly filled receiver
best = minimize_scalar(lambda q: -harmonic(np.array([1.0]), np.array([q]))[0] / a,
                       bounds=(0, 1), method="bounded", options={"xatol": 1e-9})
assert abs(best.x - (np.sqrt(2) - 1)) < 1e-5
print(f"harmonic flux peaks at r = {best.x:.4f}")
print(f"peak harmonic flux = {-best.fun:.4f} a C_L^2/h")

# Filling of one cell beside a held donor
seed = 1e-5
T_seed = h**2 / (2 * a * L) * np.log(2 * (1 - seed)**2 / seed)
T_empty = 2 * h**2 / (a * L) * np.arctanh(0.5)
for rule, start, T in ((harmonic, seed * L, T_seed), (arithmetic, 0.0, T_empty)):
    filling = solve_ivp(lambda t, c: rule(np.array([L]), c) / h**2, (0, T),
                        [start], rtol=1e-9, atol=1e-14)
    assert abs(filling.y[0, -1] / L - 0.5) < 1e-5
print(f"half filling, harmonic, seed {seed:.0e}: {T_seed:.2f} s")
print(f"half filling, arithmetic, empty cell: {T_empty:.2f} s")


# Backward Euler with a held donor: zero is a root, perhaps not the only one
def implicit_residual(r, z):
    return r - z * harmonic(np.array([1.0]), np.array([r]))[0] / a


z = 2.0
moving_root = brentq(implicit_residual, 1e-3, 1, args=(z,))
assert implicit_residual(0.0, z) == 0
assert abs(moving_root - (2 * z - 1) / (2 * z + 1)) < 1e-9
assert all(implicit_residual(r, 0.4) > 0 for r in np.linspace(1e-4, 1, 500))
print(f"implicit step z = {z:g}: second root r = {moving_root:.4f}")

# Exact spreading profile checked symbolically
x, t, aa, qq = sp.symbols("x t a Q", positive=True)
XX = (9 * aa * qq * t)**sp.Rational(1, 3)
profile = (XX**2 - x**2) / (6 * aa * t)
pde = sp.diff(profile, t) - sp.diff(aa * profile * sp.diff(profile, x), x)
assert sp.simplify(pde) == 0
assert sp.simplify(sp.integrate(profile, (x, 0, XX)) - qq) == 0

# Moving front: frozen by one rule, convergent with the other
exact_depth = np.sqrt(X1**2 - 6 * a * t1 * level)
print(f"exact front: {X0:g} nm -> {X1:g} nm")
print(f"exact depth at {level*PER_CM3:.0e} cm^-3: {exact_depth:.2f} nm")
errors = []
for h in (4.0, 2.0, 1.0):
    frozen, moving = anneal(h, harmonic), anneal(h, arithmetic)
    edge = round(X0 / h)
    assert np.all(frozen[edge:] == 0) and frozen[edge - 1] > 0
    assert abs(frozen.sum() * h / Q - 1) < 1e-9
    assert abs(depth(moving, h) - exact_depth) < h
    exact = cell_averages(h, 120, X1, t1)
    errors.append(np.abs(moving - exact).sum() * h / Q)
    last = np.flatnonzero(frozen)[-1]
    print(f"h={h:g} nm: harmonic edge {h*(last+1):.1f} nm, "
          f"arithmetic depth {depth(moving, h):.2f} nm")
    print(f"  arithmetic profile error / dose = {errors[-1]:.2e}")
    if h == 2.0:
        print(f"  frozen edge cell: C = {frozen[last]*PER_CM3:.3e} cm^-3")
        print(f"  exact C in that cell: {exact[last]*PER_CM3:.3e} cm^-3")
assert errors[0] > 1.5 * errors[1] > 2.25 * errors[2]

# The frozen run approaches diffusion in a sealed box
short_time = 60.0
box_errors = []
for h in (2.0, 1.0, 0.5):
    frozen = anneal(h, harmonic, short_time)[:round(X0 / h)]
    sealed = anneal(h, arithmetic, short_time, width=X0)
    box_errors.append(np.abs(frozen - sealed).sum() * h / Q)
assert box_errors[0] > box_errors[1] > box_errors[2] and box_errors[2] < 0.02
print(f"sealed-box difference / dose after {short_time:g} s, h=2,1,0.5 nm:")
print("  " + ", ".join(f"{e:.2e}" for e in box_errors))

# Replacing the rule only at steep faces restores the motion
h = 2.0
repaired_depth = depth(anneal(h, repaired), h)
assert abs(repaired_depth - exact_depth) < h
print(f"steep faces repaired, h=2 nm: depth {repaired_depth:.2f} nm")

# Trace background: delay instead of freeze
seed_depths = []
for background in (1e-4, 1e-6, 1e-9, 1e-12):
    seed_depths.append(depth(anneal(h, harmonic, background=background), h))
    print(f"background {background*PER_CM3:.0e} cm^-3, h=2 nm: "
          f"harmonic depth {seed_depths[-1]:.2f} nm")
assert np.all(np.diff(seed_depths) < 0) and seed_depths[-1] > X0 + h
lags = []
for h in (4.0, 2.0, 1.0, 0.5):
    lags.append(exact_depth - depth(anneal(h, harmonic, background=1e-6), h))
assert np.all(np.diff(lags) < 0) and lags[-1] > 0
print("lag at background 1e15 cm^-3, h=4,2,1,0.5 nm:")
print("  " + ", ".join(f"{lag:.2f}" for lag in lags) + " nm")

# Fuller law: intrinsic floor, neutral defects, variable field factor
print(f"fuller law: D at C=0 is {D_full(0.0)*CM2:.2e} cm^2/s")
print(f"fuller law: D at peak is {D_full(peak)*CM2:.2e} cm^2/s")
full_lags = []
for h in (8.0, 2.0):
    good = depth(anneal(h, averaged_full, width=240), h)
    poor = depth(anneal(h, harmonic_full, width=240), h)
    full_lags.append(good - poor)
    print(f"fuller law, h={h:g} nm: averaged D {good:.2f} nm, "
          f"harmonic {poor:.2f} nm")
assert full_lags[0] > abs(full_lags[1]) and abs(full_lags[1]) < 2.0

# Degeneracy at the peak, with a rough density-of-states mass
T_K, mass = 1273.15, 1.1
N_c = 2 * (2 * np.pi * mass * const.m_e * const.k * T_K / const.h**2)**1.5 * 1e-27


def fermi(eta, power):
    prefactor = (4 if power == 2 else 2) / np.sqrt(np.pi)
    return prefactor * quad(lambda y: y**power / (1 + np.exp(y * y - eta)), 0, 8)[0]


eta = brentq(lambda e: N_c * fermi(e, 2) - peak, -10, 10)
defect_factor = np.exp(eta) * N_c / peak
field_factor = (1 + fermi(eta, 2) / fermi(eta, 0)) / 2
D_factor = defect_factor * field_factor
assert D_factor > 1


def scaled_front(scale):
    return (X0**3 + 9 * a * Q * duration * scale)**(1 / 3)


print(f"T = {T_K:.2f} K, mass = {mass:g} m_e, N_c = {N_c*PER_CM3:.2e} cm^-3")
print(f"degeneracy at peak: D times {D_factor:.3f}")
print(f"front if that factor held throughout: {scaled_front(D_factor):.1f} nm")
print(f"front if D were doubled: {scaled_front(2.0):.1f} nm")
print("verified")
```

Running it gives:

```
n_i = 1.00e+19 cm^-3; peak = 1.00e+20 cm^-3
D of model at C = n_i: 2.00e-15 cm^2/s
D of model at peak: 2.00e-14 cm^2/s
dose Q = 2.667e+14 cm^-2
profile age t0 = 133.3 s; anneal duration = 933.3 s
layer D (1e-14 cm^2/s): 1 1 1 0.01 0.01 5 5 5
layers: harmonic/true flux = 1.000000
layers: arithmetic/true flux = 1.9374
two-node test: h = 2 nm, C_L = 2.0e+19 cm^-3
r = 0.1: harmonic/true flux = 0.33058
r = 0.001: harmonic/true flux = 0.00399
empty node: true resistance = 2.0000 h/(a C_L)
harmonic flux peaks at r = 0.4142
peak harmonic flux = 0.3431 a C_L^2/h
half filling, harmonic, seed 1e-05: 61.03 s
half filling, arithmetic, empty cell: 10.99 s
implicit step z = 2: second root r = 0.6000
exact front: 40 nm -> 80 nm
exact depth at 1e+18 cm^-3: 79.20 nm
h=4 nm: harmonic edge 40.0 nm, arithmetic depth 80.46 nm
  arithmetic profile error / dose = 6.12e-04
h=2 nm: harmonic edge 40.0 nm, arithmetic depth 79.39 nm
  arithmetic profile error / dose = 1.59e-04
  frozen edge cell: C = 6.665e+19 cm^-3
  exact C in that cell: 3.811e+19 cm^-3
h=1 nm: harmonic edge 40.0 nm, arithmetic depth 79.19 nm
  arithmetic profile error / dose = 4.12e-05
sealed-box difference / dose after 60 s, h=2,1,0.5 nm:
  5.13e-04, 1.27e-04, 3.19e-05
steep faces repaired, h=2 nm: depth 78.88 nm
background 1e+17 cm^-3, h=2 nm: harmonic depth 77.36 nm
background 1e+15 cm^-3, h=2 nm: harmonic depth 72.74 nm
background 1e+12 cm^-3, h=2 nm: harmonic depth 66.89 nm
background 1e+09 cm^-3, h=2 nm: harmonic depth 62.92 nm
lag at background 1e15 cm^-3, h=4,2,1,0.5 nm:
  13.36, 6.46, 2.90, 1.06 nm
fuller law: D at C=0 is 2.00e-15 cm^2/s
fuller law: D at peak is 2.20e-14 cm^2/s
fuller law, h=8 nm: averaged D 97.59 nm, harmonic 96.72 nm
fuller law, h=2 nm: averaged D 95.97 nm, harmonic 95.91 nm
T = 1273.15 K, mass = 1.1 m_e, N_c = 2.53e+20 cm^-3
degeneracy at peak: D times 1.228
front if that factor held throughout: 85.0 nm
front if D were doubled: 98.6 nm
verified
```
